# Film Thickness for Constant DIBL When Gate Length Halves

## Dimensional argument

An undoped semiconductor film between two tied gates obeys Laplace's equation below threshold, provided that mobile charge is negligible. This equation contains no length of its own. The only lengths are the gate length $L$, the film thickness $t$ and the thickness $d$ of each gate insulator. Drain-induced barrier lowering (DIBL), the fall of threshold gate voltage per volt of drain bias, is dimensionless. With the threshold barrier and the drain biases held fixed, it must therefore have the form

$$
\mathrm{DIBL}=F\!\left(\frac Lt,\frac dt,r\right),\qquad r=\frac{\varepsilon_s}{\varepsilon_i},
$$

where $\varepsilon_s$ and $\varepsilon_i$ are the permittivities of film and insulator.

When $d\to0$, only $L/t$ remains. Halving $L$ at constant DIBL then requires $t\to t/2$, for the complete potential and not merely its slowest-decaying part.

The square-root natural length gives another answer. Suppose the potential $\phi$ hardly varies across the film, and the insulators act as parallel-plate capacitors. Gauss's law for a slice of film, with gate potential $\phi_g$, gives

$$
\varepsilon_s t\,\phi''=\frac{2\varepsilon_i}{d}(\phi-\phi_g)
\quad\Rightarrow\quad
\lambda^2=\frac{r\,t\,d}{2}.
$$

The solution depends on $L/\lambda$, so constant DIBL means $td\propto L^2$. At fixed $d$, halving $L$ requires $t\to t/4$. If $d$ is halved as well, both arguments give $t\to t/2$.

For a 17.1 nm film, the estimates are 8.6 nm and 4.3 nm. The derivation below shows where each holds.

## The decay length

Let $y=0$ be the film centre and $x$ run from source to drain. A separated solution $u(y)X(x)$ has $X''=X/\lambda^2$. Put

$$
a=\frac{t}{2\lambda},\qquad b=\frac d\lambda .
$$

The even solution that vanishes at the gate and is continuous at the film surface is

$$
u=\begin{cases}
\cos(y/\lambda), & 0<y<t/2,\\[2pt]
\cos a\,\dfrac{\sin[(t/2+d-y)/\lambda]}{\sin b}, & t/2<y<t/2+d.
\end{cases}
$$

Continuity of $\varepsilon u'$ at $y=t/2$ requires

$$
-\frac{\varepsilon_s\sin a}{\lambda}
=-\frac{\varepsilon_i\cos a\cos b}{\lambda\sin b}
\quad\Rightarrow\quad
\tan a\,\tan b=\frac1r .
$$

The longest decay length has $0<a,b<\pi/2$. Since $\arctan(1/z)=\pi/2-\arctan z$ for positive $z$, we have $a=\pi/2-\arctan(r\tan b)$, and

$$
\boxed{\,t=\lambda\left[\pi-2\arctan\!\left(r\tan\frac d\lambda\right)\right].\,}
$$

**Square-root regime.** If $a$ and $b$ are both small, the matching condition becomes $ab=1/r$, which is $\lambda^2=rtd/2$. Combining this with $a/b=t/(2d)$ gives

$$
a^2=\frac{t}{2rd},\qquad b^2=\frac{2d}{rt}.
$$

Both are small only if $1/r\ll t/(2d)\ll r$. This requires $r\gg1$: an insulator of much lower permittivity than the film. It also shows that making $d$ ever thinner leaves the square-root regime.

**Thin-insulator regime.** If $b\ll1$ and $rb\ll1$, then $\arctan(r\tan b)\simeq rb$, so

$$
t\simeq\pi\lambda-2rd .
$$

Replacing $\lambda$ by $\lambda/2$ and using $\pi\lambda=t+2rd$,

$$
t_{\rm new}\simeq\frac{t+2rd}{2}-2rd=\frac t2-rd .
$$

The fixed insulator does not shrink with the gate, so the film must give up an additional $rd$.

Solving the cross-section problem numerically tests both limits. With $r=100$ and $d=1$ nm, reducing $\lambda$ from 14 to 7 nm gives a film ratio of 0.2499. With $r=0.8$ and $d=0.001$ nm, reducing it from 6.6 to 3.3 nm gives 0.5000. One quarter is not a lower bound: for the second pair of decay lengths and $d=4.5$ nm, the ratio is 0.13. As $d/\lambda$ approaches $\pi/2$, the permitted film thickness tends to zero.

## From decay length to DIBL

Constant $L/\lambda$ gives constant DIBL only if the amplitude of the decaying potential is also constant. To find that amplitude, take the source at 0, the drain at $V$, and the effective gate potential, including the work-function difference, at $-v$. Source and drain are ideal planes at the gate ends. In the insulator, their boundary potential is assumed to ramp linearly to the gate value.

Write $\phi=-v+w$. At the source $w=vf(y)$ and at the drain $w=(v+V)f(y)$, with $f=1$ in the film and $f=(t/2+d-y)/d$ in the insulator. The modes obey $(\varepsilon u')'=-\varepsilon u/\lambda^2$. For two modes, multiply each equation by the other mode, subtract and integrate. The boundary terms vanish because $u'(0)=0$ and $u=0$ at the gate. Modes with different $\lambda$ are therefore orthogonal with weight $\varepsilon$, and the lowest-mode amplitude is

$$
c=\frac{\int\varepsilon fu\,dy}{N},\qquad N=\int\varepsilon u^2\,dy,
$$

with integrals from film centre to gate. Integrating the numerator by parts, and using $f'=-1/d$ in the insulator, gives

$$
\int\varepsilon fu\,dy=\lambda^2\!\int f'\varepsilon u'\,dy
=\frac{\lambda^2\varepsilon_i\cos a}{d}.
$$

The norm follows from integrating squared cosines and sines:

$$
N=\varepsilon_s\!\left(\frac t4+\frac{\lambda\sin2a}{4}\right)
+\varepsilon_i\frac{\cos^2a}{\sin^2b}
\left(\frac d2-\frac{\lambda\sin2b}{4}\right).
$$

As $d\to0$, $\cos a\to rd/\lambda$. The numerator tends to $\varepsilon_s\lambda$ and $N$ to $\varepsilon_st/4$, so $c\to4\lambda/t=4/\pi$. In the square-root regime the numerator and $N$ both tend to $\varepsilon_st/2$, so $c\to1$.

For a gate several decay lengths long, the centre potential near its minimum is

$$
\phi\simeq-v+cv\,e^{-x/\lambda}+c(v+V)e^{-(L-x)/\lambda}.
$$

The two exponential terms have a product independent of $x$. Their sum is least where they are equal, and is then twice the square root of that product. Threshold is defined by a minimum potential of $-B$, hence

$$
v-q\sqrt{v(v+V)}=B,\qquad q=2c\,e^{-L/(2\lambda)} .
$$

Squaring gives $(1-q^2)v^2-(2B+q^2V)v+B^2=0$. The root with $v>B$ is

$$
v(V)=\frac{2B+q^2V+\sqrt{(2B+q^2V)^2-4(1-q^2)B^2}}{2(1-q^2)} .
$$

Since the threshold gate potential is $-v$,

$$
\mathrm{DIBL}=\frac{v(V_h)-v(V_l)}{V_h-V_l}.
$$

In this approximation, constant DIBL at fixed $B,V_l,V_h$ means constant $q$. The decay length is then $\lambda=L/[2\ln(2c/q)]$.

## A germanium film at 40 and 20 nm

Take $\varepsilon_s=16$ and $\varepsilon_i=20$ relative to vacuum, so $r=0.8$, with $d=2$ nm. The barrier is $B=0.25$ V, the drain biases are 0.05 and 0.40 V, and the target is 50 mV/V.

To first order in $q$, $v\simeq B+q\sqrt{B(B+V)}$, and

$$
q\simeq\frac{0.050\times0.35}{\sqrt{0.25\times0.65}-\sqrt{0.25\times0.30}}=0.135 .
$$

The quadratic gives $q=0.115$. The first-order value is 18% higher than this, so the quadratic is worth keeping.

Solving for $\lambda$ and $c$ together gives $\lambda=6.46$ nm, $c=1.270$ at 40 nm and $\lambda=3.26$ nm, $c=1.238$ at 20 nm. The films are

$$
\begin{aligned}
t_{40}&=6.46\,[\pi-2\arctan(0.8\tan0.309)]=17.1\ \mathrm{nm},\\
t_{20}&=3.26\,[\pi-2\arctan(0.8\tan0.614)]=6.9\ \mathrm{nm}.
\end{aligned}
$$

A two-dimensional numerical solution of Laplace's equation, which does not use the mode formula, gives the same thicknesses to these digits. **Within this model, the film must shrink from 17.1 to 6.9 nm, a factor of 0.40.**

| Choice at $L=20$ nm, $d=2$ nm | Film (nm) | DIBL from full potential (mV/V) |
|---|---:|---:|
| Half | 8.6 | 83 |
| Full solution | 6.9 | 50 |
| Quarter | 4.3 | 16 |

The corrected estimate is $17.1/2-0.8\times2=7.0$ nm, within 1% of the full result. Part of this agreement is cancellation. The next term in the expansion of $t$ is $-\tfrac23r(1-r^2)d^3/\lambda^2$, which lowers the short-gate film by about 0.14 nm. The decrease in $c$ makes $\lambda$ slightly more than half its former value, which raises the film thickness.

The square-root law is outside its regime here, since $1/r=1.25$ prevents $a$ and $b$ from both being small. Its error depends on how it is used. Scaling from the 40 nm device gives the quarter film, which is thinner than necessary. Using the law absolutely has the opposite effect. Because $\tan a\tan b>ab$, the exact condition gives $\lambda^2>rtd/2$: the law underestimates the decay length. For the 17.1 nm film it gives 3.7 nm instead of 6.5 nm and, with $c=1$, predicts a DIBL of 3.4 mV/V instead of 50. At $L=20$ nm it would accept

$$
\lambda=\frac{20}{2\ln(2/0.115)}=3.50\ \mathrm{nm},\qquad
t=\frac{2\lambda^2}{rd}=15.3\ \mathrm{nm},
$$

but the full potential gives that film a DIBL of 334 mV/V.

If the insulator is also reduced to 1 nm, the half-thickness film has a DIBL of 50.0 mV/V, as the dimensional argument requires.

## What a real device changes

These dimensions lie in the range of fabricated multiple-gate transistors, and the material parameters are rough typical values. The 0.40 V supply is low. It was chosen so that, at threshold, the channel valence band on the centre line remains just below the drain conduction band, by $0.66-0.25-0.40=0.01$ eV for an indirect gap of 0.66 eV. Nearer the gates the two can overlap slightly if confinement is ignored. The single-layer insulator is also idealised. Adding 0.5 nm of interfacial material with relative permittivity 6 weakens gate control and raises the DIBL of the 6.9 nm film from 50 to 83 mV/V. Contact depletion acts the other way. For contacts doped at $5\times10^{19}\ \mathrm{cm^{-3}}$, the end fields at the high drain bias imply depletion widths of 1.1 and 2.5 nm; adding these to the gate length at both drain biases lowers DIBL to 27 mV/V. This is only a rough indication, because the drain-side width is smaller at low bias. These two assumptions move the result most among the DIBL corrections computed here, so 6.9 nm is a starting estimate, not a fabrication tolerance.

Other corrections to DIBL are smaller. Weighting the potential by a classical 300 K charge distribution gives 42 mV/V, while weighting it by the lowest hard-wall subband gives 46 mV/V. A semiclassical estimate of source-to-drain tunnelling along the centre line, with a light mass of about 0.08 free-electron masses, adds about 10 mV/V. At threshold, the mobile charge at the top of the barrier bends the potential across the film by less than 1 mV, even with degenerate contacts. The denser charge that spills into the film next to the contacts is not included in this estimate.

Thinning has a separate cost in confinement energy, $\pi^2\hbar^2/(2mt^2)$. For a (100) film with hard walls and $m=0.117$ free-electron masses, this is 67 meV at 6.9 nm and 176 meV at 4.3 nm. Mass anisotropy matters: the heavy valley of a (111) film gives only 5 meV at 6.9 nm. If the contacts do not share this energy, it supplies part of the threshold barrier, so the electrostatic part $B$ is smaller. The threshold voltage then rises, and DIBL changes slightly: for the 6.9 nm (100) film, reducing $B$ from 0.25 to 0.183 V lowers DIBL from 50 to about 47 mV/V.

Constant DIBL does not guarantee low leakage. With the gate 0.3 V below threshold and confinement ignored, the bands on the centre line overlap by 0.11 eV even across the direct gap, taken as 0.80 eV. The shortest path along that line is 6.1 nm long, with an estimated transmission of $10^{-2}$, whereas the thermal barrier factor is $2\times10^{-9}$ measured from the source band edge, or $6\times10^{-8}$ measured from the Fermi level of the degenerate contacts, 0.085 eV higher. These are not currents: they omit the number of available states, and confinement in so thin a film can close the direct-gap window altogether. Filled drain states give little protection here: the direct-gap conduction edge lies 0.14 eV above the lowest one and 0.055 eV above the drain Fermi level, so its states are at most about 11% occupied. The smaller indirect gap can still leave an overlap, so band-to-band leakage needs its own calculation. The insulator field at the drain edge is 3.5 MV/cm at threshold, and lowering the gate by 0.3 V across 2 nm adds 1.5 MV/cm. This leaves little or no margin if breakdown occurs at a few MV/cm.

The remaining intermediate values are in the numerical output.

## Computed values

```
Gate length, long / short: 40.0 / 20.0 nm
Permittivity, film / insulator: 16.0 / 20.0 (relative)
Insulator thickness: 2.0 nm
Threshold barrier: 0.25 V
Drain bias, low / high: 0.05 / 0.40 V
Target DIBL: 50.0 mV/V
Barrier coupling q, first order: 0.1354
Barrier coupling q, quadratic: 0.1151
Decay length, long: 6.464 nm
Centre amplitude, long: 1.2699
Film from lowest mode, long: 17.070 nm
Film from full potential, long: 17.106 nm
Decay length, short: 3.259 nm
Centre amplitude, short: 1.2383
Film from lowest mode, short: 6.892 nm
Film from full potential, short: 6.909 nm
Full film ratio, short/long: 0.404
Half-film estimate: 8.553 nm
Corrected thin-insulator estimate: 6.953 nm
Quarter-film estimate: 4.276 nm
Actual DIBL, half film: 83.2 mV/V
Actual DIBL, quarter film: 16.0 mV/V
DIBL, half film and half insulator: 50.0 mV/V
Square-root decay length, long: 3.699 nm
Square-root predicted DIBL, long: 3.36 mV/V
Square-root absolute film, short: 15.334 nm
Actual DIBL of that film: 333.9 mV/V
Test film ratio, square-root regime: 0.2499
Test film ratio, thin insulator: 0.5000
Test film ratio, 4.5 nm insulator: 0.1291
Temperature: 300 K
Germanium (100) confinement mass: 0.117 m0
Hard-wall confinement, long film: 11.0 meV
Hard-wall confinement, short film: 67.3 meV
Hard-wall confinement, quarter film: 175.6 meV
Same, short (111) film, heavy valley: 4.9 meV
Short DIBL, Boltzmann sheet: 42.0 mV/V
Short DIBL, lowest subband: 45.9 mV/V
Tunnel/thermal current, low drain: 0.568
Tunnel/thermal current, high drain: 0.786
DIBL change from tunnelling: 9.62 mV/V
Indirect-gap overlap at threshold: -0.010 eV
Direct-gap overlap, gate 0.3 V lower: 0.113 eV
Shortest direct-gap path there: 6.11 nm
Band-to-band transmission there: 1.2e-02
Thermal barrier factor there: 2.4e-09
Contact doping: 5.0e+19 cm^-3
Contact depletion, source / drain: 1.06 / 2.50 nm
DIBL with length so extended: 27.1 mV/V
Contact Fermi level above band edge: 0.085 eV
Mobile-charge band bending, long: 0.69 mV
DIBL with 0.5 nm layer, permittivity 6: 82.5 mV/V
Gate-insulator transmission: 1.3e-05
Drain-edge insulator field: 3.52 MV/cm
```
